# Linewidth Precision When a Film Index Is Fitted Too

An optical instrument measures the reflectance of a grating of resist lines, and a model is fitted to the spectrum to find the linewidth $w$. The model also contains the refractive index $n$ of the resist. If $n$ is not known well enough, it can be fitted together with $w$. The problem is to find what this costs in linewidth precision, and when it is worth paying.

The data are a vector $y$ with probability density $p(y|w,n)$. Angle brackets denote the average over $p$ at the true parameters. The region where $p>0$ does not depend on the parameters, and derivatives may be taken under the integral over $y$. All parameters other than $w$ and $n$ are known until part (g). An estimator $\hat w(y)$ is unbiased if $\langle\hat w\rangle=w$. Define the scores and the Fisher matrix by

$$s_a=\frac{\partial\ln p}{\partial a},\qquad F_{ab}=\langle s_as_b\rangle,\qquad a,b\in\{w,n\},$$

and the normalized off-diagonal element by $r=F_{wn}/\sqrt{F_{ww}F_{nn}}$.

**(a) The index is known. Find a lower bound on the variance of an unbiased linewidth estimator.**

*Solution.* Since $\int p\,dy=1$ for all parameter values, and $\partial_ap=p\,s_a$,

$$0=\int\partial_ap\,dy=\langle s_a\rangle .$$

The scores have zero mean, so $F$ is their covariance matrix. Unbiasedness at the known $n$ reads $\int\hat w\,p\,dy=w$ for all $w$ near the true value. The estimator depends on the data and not on the true $w$, so differentiation gives

$$\langle\hat w\,s_w\rangle=1 .$$

Because $\langle s_w\rangle=0$, this average is the covariance of $\hat w$ and $s_w$. The Cauchy–Schwarz inequality says that a squared covariance cannot exceed the product of the variances: $1\le\mathrm{Var}(\hat w)\,F_{ww}$. Hence

$$\mathrm{Var}(\hat w)\ge\frac1{F_{ww}} .$$

**(b) The index is unknown. Find the strongest bound that the same argument gives, and compare it with (a). Take $F$ to be positive definite, then discuss what happens when it is singular.**

*Solution.* The estimator must now return the right mean whatever the index is. Differentiating $\langle\hat w\rangle=w$ with respect to $n$ at fixed $w$ gives a second condition:

$$\langle\hat w\,s_n\rangle=0 .$$

For any number $\beta$, the combination $s_w-\beta s_n$ therefore still has covariance $1-\beta\cdot0=1$ with $\hat w$. Its variance is

$$D(\beta)=F_{ww}-2\beta F_{wn}+\beta^2F_{nn},$$

and Cauchy–Schwarz gives $\mathrm{Var}(\hat w)\ge1/D(\beta)$ for every $\beta$. The strongest bound has the smallest $D$. Completing the square,

$$D(\beta)=F_{nn}\left(\beta-\frac{F_{wn}}{F_{nn}}\right)^2+F_{ww}-\frac{F_{wn}^2}{F_{nn}} .$$

The minimum is at $\beta=F_{wn}/F_{nn}$, where $D=F_{ww}(1-r^2)$. Thus

$$\mathrm{Var}(\hat w)\ge\frac1{F_{ww}}\,\frac1{1-r^2}.$$

Fitting the index multiplies the variance bound by $1/(1-r^2)$, and the standard-deviation bound by the square root of that. The matrix inverse gives the same quantity:

$$(F^{-1})_{ww}=\frac{F_{nn}}{F_{ww}F_{nn}-F_{wn}^2}=\frac1{F_{ww}(1-r^2)} .$$

The quantity $F_{ww}(1-r^2)$ is the part of the linewidth information that a change of index cannot imitate. If $r=0$, fitting the index costs nothing. The sign of $r$ does not matter.

If $F$ is singular and both diagonal elements are nonzero, then $r^2=1$. The best combination of scores has zero variance, yet it would need covariance 1 with $\hat w$. Cauchy–Schwarz would then require $1\le\mathrm{Var}(\hat w)\cdot0$. No unbiased estimator of finite variance exists.

Changing the units of $w$ or $n$ rescales the scores and leaves $r^2$ unchanged. The comparison does depend on what is held fixed in the known-index case. If the second parameter were a mixture of $w$ and $n$, the width score would become $s_w$ plus a multiple of $s_n$. Minimization over $\beta$ absorbs that multiple, so the joint bound stays the same, but the bound in (a), and with it the factor, changes.

**(c) The data are reflectances $y_i=R_i(w,n)+\varepsilon_i$ with independent Gaussian noise of zero mean and known standard deviation $\sigma$. Find $F$, give $r$ a geometric meaning, and show when the bounds are reached.**

*Solution.* Here $\ln p=\text{const}-\sum_i(y_i-R_i)^2/(2\sigma^2)$, so

$$s_a=\frac1{\sigma^2}\sum_i\varepsilon_i\,\partial_aR_i .$$

With $\langle\varepsilon_i\varepsilon_j\rangle=\sigma^2\delta_{ij}$, the average of a product of scores is

$$F_{ab}=\frac1{\sigma^2}\sum_i\partial_aR_i\,\partial_bR_i .$$

Let $J$ be the matrix whose two columns are the sensitivity vectors $\partial_wR$ and $\partial_nR$. Then $F=J^TJ/\sigma^2$, and $r$ is the cosine of the angle $\theta$ between the columns. The variance factor is $1/\sin^2\theta$. The noise level cancels from it: a quieter detector improves both bounds in proportion and leaves their ratio alone.

Suppose the model is linear over the range of the fit. The data minus the reference spectrum are $d=Jx+\varepsilon$, with $x$ the true parameter offsets. Least squares solves $J^TJ\hat x=J^Td$, so

$$\hat x=x+(J^TJ)^{-1}J^T\varepsilon .$$

This is unbiased, with covariance

$$(J^TJ)^{-1}J^T(\sigma^2I)J(J^TJ)^{-1}=\sigma^2(J^TJ)^{-1}=F^{-1}.$$

The joint bound is reached. With one column the same calculation gives $1/F_{ww}$. For a nonlinear model these results hold approximately when the noise is small enough that the model is nearly linear over the fitted errors.

The off-diagonal element of $F^{-1}$ is $-F_{wn}/\det F$. Dividing by the square root of the product of the diagonal elements of $F^{-1}$ gives the correlation of the fitted errors, $-r$. If $w$ and $n$ change the spectrum in similar ways, an overestimate of one is compensated by an underestimate of the other.

**(d) Lines of width $w$, height $h$ and index $n$ stand in air on silicon with pitch $p$ much smaller than the wavelength $\lambda$. Light arrives at normal incidence. Build a film model of the reflectance and find $r^2$ when a single polarization is measured. Take $n$ independent of wavelength.**

*Solution.* Let $f=w/p$. In the limit $p\ll\lambda$ the fields inside one period obey the static boundary conditions. For an electric field along the lines (label E), the field is tangential to the walls, hence continuous, and equal in line and gap. Averaging the displacement gives

$$\epsilon_E=fn^2+(1-f)=1+f(n^2-1).$$

For a field across the lines (label M), the displacement is normal to the walls and therefore continuous. Averaging the electric field gives

$$\frac1{\epsilon_M}=\frac f{n^2}+(1-f)=1-f\left(1-\frac1{n^2}\right).$$

Each polarization sees a uniform film of index $N=\sqrt\epsilon$. At the air–film surface, continuity of the tangential electric and magnetic fields gives $1+\rho_1=t$ and $1-\rho_1=Nt$, so

$$\rho_1=\frac{1-N}{1+N},\qquad \rho_2=\frac{N-n_{\rm Si}}{N+n_{\rm Si}},$$

the second following in the same way at the silicon surface. With time factor $e^{-i\omega t}$, one round trip in the film gives the phase factor $e^{2i\delta}$, where $\delta=2\pi Nh/\lambda$. Put $X=\rho_2e^{2i\delta}$. Light entering and later leaving the film acquires $tt'=4N/(1+N)^2=1-\rho_1^2$, and each internal reflection at the top gives $-\rho_1$. Summing the geometric series,

$$\rho=\rho_1+\frac{(1-\rho_1^2)X}{1+\rho_1X}=\frac{\rho_1+X}{1+\rho_1X},\qquad R=|\rho|^2 .$$

The linewidth and the index enter $R_i$ through the one number $\epsilon$, which is the same at all wavelengths. By the chain rule,

$$\partial_wR_i=\frac{\partial R_i}{\partial\epsilon}\,\partial_w\epsilon,\qquad \partial_nR_i=\frac{\partial R_i}{\partial\epsilon}\,\partial_n\epsilon .$$

The two sensitivity vectors are parallel, so $r^2=1$. In this model one polarization cannot separate width and index, however many wavelengths are recorded.

The change of width that hides a change of index is $dw/dn=-\partial_n\epsilon/\partial_w\epsilon$. For E, the gradient of $\epsilon_E$ is

$$u=(\partial_w\epsilon_E,\partial_n\epsilon_E)=\frac1p\,(n^2-1,\;2nw).$$

For M, use $d\epsilon_M=-\epsilon_M^2\,d(1/\epsilon_M)$:

$$v=(\partial_w\epsilon_M,\partial_n\epsilon_M)=\frac{\epsilon_M^2}p\left(1-\frac1{n^2},\;\frac{2w}{n^3}\right).$$

The compensating slopes are therefore

$$\left.\frac{dw}{dn}\right|_E=-\frac{2nw}{n^2-1},\qquad \left.\frac{dw}{dn}\right|_M=-\frac{2w}{n(n^2-1)} .$$

They differ by the factor $n^2$. A pair of changes that is invisible in one polarization is visible in the other.

**(e) Both polarizations are measured. Find $1-r^2$, and evaluate the bounds for $p=40$ nm, $w=20$ nm, $h=40$ nm, $n=1.55$, 36 wavelengths from 450 to 800 nm and $\sigma=0.001$. Use the rough silicon index $n_{\rm Si}=3.24+0.29/\lambda^2$, with $\lambda$ in micrometres.**

*Solution.* Let $A_E$ and $A_M$ be the sums of $(\partial R_i/\partial\epsilon)^2$ over the wavelengths in each polarization. The information from the two sets adds:

$$\sigma^2F_{ab}=A_Eu_au_b+A_Mv_av_b .$$

In $\sigma^4(F_{ww}F_{nn}-F_{wn}^2)$ the terms in $A_E^2$ and $A_M^2$ cancel. What remains is

$$A_EA_M(u_w^2v_n^2+u_n^2v_w^2-2u_wu_nv_wv_n)=A_EA_M(u_wv_n-u_nv_w)^2 .$$

Division by $\sigma^4F_{ww}F_{nn}$ gives

$$1-r^2=\frac{A_EA_M(u_wv_n-u_nv_w)^2}{\sigma^4F_{ww}F_{nn}} .$$

It vanishes if either polarization carries no signal, or if the two compensating slopes coincide.

For the example $f=0.5$, so $\epsilon_E=1.7013$ and $\epsilon_M=1.4122$. As a sample reflectance, take E at 600 nm, where $n_{\rm Si}=4.046$. Then $N=1.3043$, $\rho_1=-0.1321$, $\rho_2=-0.5124$ and $2\delta=1.0927$. With real $\rho_1$ and $\rho_2$,

$$R=\frac{\rho_1^2+\rho_2^2+2\rho_1\rho_2\cos2\delta}{1+\rho_1^2\rho_2^2+2\rho_1\rho_2\cos2\delta}=\frac{0.3423}{1.0669}=0.321 .$$

The sensitivities at this wavelength are $-2.117\times10^{-3}$ per nm of width and $-9.360\times10^{-2}$ per unit index. Their ratio gives a compensating slope of $-44.2$ nm per unit index, as does $-2(1.55)(20)/1.4025$. For M the slope is $-18.4$ nm per unit index.

The remaining inputs are $A_E=0.1485$, $A_M=0.1535$, $u=(0.03506\ \mathrm{nm^{-1}},1.550)$ and $v=(0.02911\ \mathrm{nm^{-1}},0.5355)$. They give

$$F_{ww}=\frac{0.1485(0.03506)^2+0.1535(0.02911)^2}{10^{-6}}\approx313\ \mathrm{nm^{-2}},$$

and similarly $F_{wn}=1.046\times10^4\ \mathrm{nm^{-1}}$ and $F_{nn}=4.008\times10^5$. Hence

$$r=\frac{1.0462\times10^4}{\sqrt{312.6\times4.008\times10^5}}=0.935,\qquad \frac1{1-r^2}=\frac1{0.1262}=7.9 .$$

With the index known, the standard-deviation bound is $1/\sqrt{312.6}=0.057$ nm. With the index fitted it is $\sqrt{7.925}=2.8$ times larger, 0.16 nm. The joint bound on the index itself is $1/\sqrt{F_{nn}(1-r^2)}=0.0044$.

Ten thousand simulated noisy spectra, each fitted with the full nonlinear film model, gave standard deviations of 0.0573 nm with $n$ known and 0.1584 nm with $n$ fitted. Their variance ratio is 7.6, which is 4% below the predicted 7.9. A Gaussian sample variance has relative standard error $\sqrt{2/10000}=1.4\%$, so the ratio has about 2% if the two are treated as independent. The difference is about two standard errors, and this run supports the factor at the level of several percent. The fitted errors had correlation $-0.932$, beside the predicted $-0.935$.

**(f) Two alternatives to a free index are available: adding a separate measurement of $n$ with standard deviation $s_0$, or holding $n$ at an assumed value that is wrong by $\delta n$. Find the variance factor for the first, and the index error at which the second stops being better than a free fit.**

*Solution.* An independent Gaussian measurement of $n$ adds a term to $\ln p$ and raises $F_{nn}$ to $F_{nn}+1/s_0^2$. The other elements do not change. Thus $r^2$ is divided by $1+1/(s_0^2F_{nn})$, and the variance factor relative to a known index becomes

$$\left[1-\frac{r^2}{1+1/(s_0^2F_{nn})}\right]^{-1}.$$

It tends to 1 as $s_0\to0$ and to $1/(1-r^2)$ as $s_0\to\infty$. For $s_0=0.005$, $s_0^2F_{nn}=10.0$, and the factor is $1/(1-0.8738/1.0998)=4.9$. The linewidth bound falls from 0.16 to $0.0566\sqrt{4.87}=0.125$ nm. The measurement must be independent of the spectrum being fitted, and must refer to the same material state as the lines.

For the second alternative, the fit can adjust only the width, by $\Delta w$. To first order and without noise, the residual is $-(\partial_wR\,\Delta w+\partial_nR\,\delta n)$. Setting the derivative of its squared length with respect to $\Delta w$ to zero gives $F_{ww}\Delta w+F_{wn}\delta n=0$, or

$$\Delta w=-\frac{F_{wn}}{F_{ww}}\,\delta n .$$

Here the slope is $-33.5$ nm per unit index. An index assumed 0.01 too high shifts the width by $-0.335$ nm in this linear estimate; a nonlinear refit gives $-0.331$ nm.

Compare mean squared errors. The fixed-index fit has $1/F_{ww}+(F_{wn}/F_{ww})^2\delta n^2$, and the free fit has $1/[F_{ww}(1-r^2)]$. They are equal when

$$\frac{F_{wn}^2}{F_{ww}^2}\,\delta n^2=\frac1{F_{ww}}\left(\frac1{1-r^2}-1\right)=\frac{r^2}{F_{ww}(1-r^2)} .$$

Substituting $F_{wn}^2=r^2F_{ww}F_{nn}$ gives

$$|\delta n|=\frac1{\sqrt{F_{nn}(1-r^2)}},$$

which is the joint bound on the index. For nonzero $r$, in the linear regime and with an otherwise correct model, holding the index fixed gives the smaller mean squared error if its assumed value is closer to the truth than the fit could determine it. In the example the limit is 0.0044.

**(g) Extend the factor to several unknown parameters. Then judge the example against a real measurement.**

*Solution.* Let $\nu$ label all the unknown parameters other than $w$. Unbiasedness gives $\langle\hat w\,s_\nu\rangle=0$ for each, so the argument of (b) holds with a vector $\beta$. Let $g$ be the vector of elements $F_{w\nu}$ and $G$ the block $F_{\nu\nu'}$, assumed positive definite. Then

$$D=F_{ww}-2\beta^Tg+\beta^TG\beta ,$$

whose minimum, at $\beta=G^{-1}g$, is $F_{ww}-g^TG^{-1}g$. The factor is now

$$\frac1{1-\mathcal R^2},\qquad \mathcal R^2=\frac{g^TG^{-1}g}{F_{ww}} .$$

For one extra parameter $\mathcal R^2=r^2$. A further unknown cannot lower the bound, since the earlier minimum remains available with its new coefficient set to zero.

If the height is fitted as well as the index, $\mathcal R^2=0.9966$ and the variance factor rises from 7.9 to about 290. The linewidth bound becomes $0.057\sqrt{292}\approx1.0$ nm. These are film-model values. A factor this large is sensitive to small changes in the derivatives, and resolving the lines instead of averaging them lowers it to about 200. A tabulated silicon index in the film model lowers it to about 220 to 250, while the two-parameter factor stays at 7.9. If the height is instead held at 40 nm when it is really 40.5 nm, the fit of $w$ and $n$ gives a width 0.23 nm too large. This exceeds the random error of 0.16 nm.

The dimensions are in the regime of resist lines printed with extreme-ultraviolet light, and the index is a rough visible-light value for an organic resist. The noise is a round choice. Bare silicon, vertical walls and a known height are simplifications: real resist usually stands on further layers, and its lines have sloping, rough sides. Of the effects sized here, the unknown height moves the variance factor most. Silicon exposed to air also carries a thin native oxide; left out of the fit of $w$ and $n$, it makes the width about 0.45 nm too large per nanometre of oxide. Slope, roughness and calibration errors have not been sized. The silicon formula is rough too: near 600 nm it lies about 0.1 above tabulated values. In a fit to real data, an error of that size across the middle of the range would make the width about 3 to 3.6 nm too large, depending on how the error varies with wavelength, so a tabulated index is needed there.

The pitch is also not negligible beside the wavelength. A coupled-wave calculation, which resolves the lines instead of averaging them, changes the reflectance by up to 0.0036. Fitting its noise-free spectra with the film model gives a width 2.0 nm too large and an index 0.040 too low. With $n$ held at its true value, the width error is 0.5 nm. Both errors are many times the corresponding random errors, so the film model is unsuitable for absolute linewidths at this precision. A variance bound does not include such model errors.

The variance factor changes too. With sensitivities from the coupled-wave model it is 9.4 instead of 7.9, an increase of about a fifth. For one polarization, resolved lines give about $4\times10^5$ for E and $7$ to $8\times10^6$ for M. Finite pitch thus lifts the exact degeneracy of (d) but leaves a near-degeneracy. Such nearly singular factors are sensitive to small errors in the derivatives, and the M value moves between $7.2\times10^6$ and $7.7\times10^6$ with the lateral discretization of the fields, so they should not be read as precise values.

Two smaller effects were sized by fitting $w$ and $n$ to film spectra that contain them. A resist index falling from 1.57 at 450 nm to 1.54 at 800 nm shifts the width by $-0.01$ nm. A rough silicon extinction coefficient falling from 0.10 to 0.01 over the same range shifts it by 0.08 to 0.10 nm, depending on the shape of the fall. The program and its output call the polarizations E and M by the names TE and TM.

## Calculated quantities

```
pitch, width, height: 40, 20, 40 nm
resist index: 1.55; reflectance noise: 0.0010
wavelengths: 450 to 800 nm, 36 points
effective permittivity TE, TM: 1.7013, 1.4122
450 nm: silicon index 4.672, R TE 0.3442, R TM 0.3752
  dR/dw TE, TM: -3.764e-03, -3.121e-03 per nm
  dR/dn TE, TM: -1.664e-01, -5.743e-02
600 nm: silicon index 4.046, R TE 0.3208, R TM 0.3385
  dR/dw TE, TM: -2.117e-03, -1.801e-03 per nm
  dR/dn TE, TM: -9.360e-02, -3.314e-02
800 nm: silicon index 3.693, R TE 0.3046, R TM 0.3145
  dR/dw TE, TM: -1.173e-03, -1.016e-03 per nm
  dR/dn TE, TM: -5.187e-02, -1.869e-02
compensating dw/dn TE, TM: -44.21, -18.40 nm
sum (dR/deps)^2 TE, TM: 1.4849e-01, 1.5347e-01
gradient of eps TE: 0.03506 per nm, 1.5500
gradient of eps TM: 0.02911 per nm, 0.5355
F_ww: 312.558 nm^-2
F_wn: 10462.14 nm^-1
F_nn: 400763.9
r: 0.93478; r^2: 0.87382; 1-r^2: 0.12618
variance factor 1/(1-r^2): 7.925
standard deviation factor: 2.815
width bound, index known (std dev): 0.0566 nm
width bound, index fitted (std dev): 0.1592 nm
index bound, both fitted (std dev): 0.00445
simulated fits: 10000
simulated std dev, index known: 0.0573 nm
simulated std dev, index fitted: 0.1584 nm
simulated variance factor: 7.627
simulated correlation of w and n errors: -0.9321
prior index std dev: 0.005; factor: 4.867
width shift per unit index error: -33.47 nm
refitted shift for index error 0.01: -0.3306 nm
Neglected effects (width bias with w and n fitted):
  finite pitch: 1.955 nm; index bias -0.0397
  finite pitch, only w fitted: 0.513 nm
  largest finite-pitch change of R: 3.59e-03
  coupled-wave truncation change of R: 8.1e-06
  change of R left at 1 nm pitch: 6.7e-05
  resist index at 450, 800 nm: 1.5715, 1.5377
  resist dispersion: -0.010 nm
  silicon extinction at 450, 800 nm: 0.100, 0.010
  silicon absorption: 0.079 nm
  height wrong by 0.5 nm: 0.229 nm
Variance factor, rigorous model: 9.432
  rigorous, TE alone: 3.98e+05
  rigorous, TM alone: 7.238e+06
Variance factor, index and height fitted: 291.594
  squared multiple correlation: 0.99657
```
